\section*{Flexoelectric normal polarization in a nominally Ising 180 degree wall}

\section{The decision in a wall calculation}

Anyone who sets up a phase-field or supercell calculation of a 180 degree ferroelectric wall has two choices to make. One is whether the polarization component normal to the wall may be set to zero. The other is whether the electrostatic potential must be allowed to differ between the two domains. Symmetry of the Ising profile alone does not remove the normal component. Flexoelectricity produces one, but it is odd about the wall centre and its integral vanishes. The potential therefore has a local bump or well at the wall and no step across it. A calculation that needs the local field must keep the normal component; one that needs only the alignment of the two domains may drop it, under the conditions found below.

The wall normal is $x$, direction 1. The polarization $P_3(x)$ runs from $-P_0$ to $P_0$, and $P_1(x)$ is the normal component. A prime means $d/dx$. The algebra is in atomic units. For numbers in eV, \AA\ and the elementary charge $e$, each $4\pi$ from electrostatics is multiplied by $e^2/(4\pi\varepsilon_0)=14.40$ eV\,\AA.

\section{First case: no flexoelectricity}

The parent phase is cubic, and a mean-field energy with a quartic Landau part is used. With $P_2=0$ the energy density is $W=W_L+W_g+W_d+W_e+W_q+W_f$, where
\begin{align}
W_L&=\tfrac{\alpha}{2}(P_1^2+P_3^2)+\tfrac{\beta}{4}(P_1^4+P_3^4)+\tfrac{\eta}{2}P_1^2P_3^2,\\
W_g&=\tfrac12 g_{11}P_1'^2+\tfrac12 g_{44}P_3'^2,\qquad W_d=\frac{2\pi}{\kappa}P_1^2,\\
W_e&=\tfrac{c_{11}}{2}(e_{11}^2+e_{22}^2+e_{33}^2)+\tfrac{c_{44}}{2}\gamma_{13}^2\nonumber\\
&\quad+c_{12}(e_{11}e_{22}+e_{11}e_{33}+e_{22}e_{33}),\\
W_q&=-q_{11}(e_{11}P_1^2+e_{33}P_3^2)-q_{44}\gamma_{13}P_1P_3\nonumber\\
&\quad-q_{12}[e_{11}P_3^2+e_{22}(P_1^2+P_3^2)+e_{33}P_1^2],\\
W_f&=-f_{11}P_1e_{11}'-f_{44}P_3\gamma_{13}'.
\end{align}
Here $\gamma_{13}=2e_{13}$, and the Landau coefficients are those at fixed strain.

The term $W_d$ comes from Gauss's law. Without free charge $D_1$ is constant, and without an applied field it is zero. With a background permittivity $\kappa$, $0=\kappa E_1+4\pi P_1$, so $E_1=-4\pi P_1/\kappa$. The field energy $\kappa E_1^2/(8\pi)$ is then $2\pi P_1^2/\kappa$.

All fields depend on $x$ alone. Compatibility then makes the second derivatives of $e_{22}$, $e_{33}$ and $\gamma_{23}$ vanish. Since the strains stay bounded far from the wall, these three are uniform, while $e_{11}(x)$ and $\gamma_{13}(x)$ are free. The uniform strains take the values of a stress-free domain, with $\gamma_{23}=0$. A third flexoelectric coefficient $f_{12}$ would multiply $P_1(e_{22}+e_{33})'$, which is zero.

Set $f_{11}=f_{44}=0$ and $P_1=0$. Equilibrium makes $\sigma_{11}$ constant, and it vanishes in the domains, so
\begin{equation}
c_{11}e_{11}+c_{12}(e_{22}+e_{33})-q_{12}P_3^2=0 .
\end{equation}
Subtracting the same equation in a domain, where $e_{11}=e_{11}^s$ and $P_3^2=P_0^2$, gives
\begin{equation}
e_{11}=e_{11}^s+\frac{q_{12}}{c_{11}}(P_3^2-P_0^2).
\label{eq:e0}
\end{equation}
This is the electrostrictive strain whose gradient will act on $P_1$. Variation of $P_3$ gives
\begin{equation}
g_{44}P_3''=P_3\left[\alpha+\beta P_3^2-2q_{12}(e_{11}+e_{22})-2q_{11}e_{33}\right].
\end{equation}
The bracket vanishes in a domain. Subtracting that value and using \eqref{eq:e0},
\begin{equation}
g_{44}P_3''=bP_3(P_3^2-P_0^2),\qquad b=\beta-\frac{2q_{12}^2}{c_{11}} .
\end{equation}
The trial $P_3=P_0\tanh(x/w)$ has $P_3''=(2/w^2)P_3(P_3^2/P_0^2-1)$, so it is a solution if $w^2=2g_{44}/(bP_0^2)$. In this limit the energy is unchanged when $P_1$ and $\gamma_{13}$ reverse sign together, so $P_1=\gamma_{13}=0$ is a solution: the wall is of pure Ising type.

\section{Second case: the gradient of the normal strain}

Now let $f_{11}\neq0$, still with $f_{44}=0$. In the variation with respect to $e_{11}$, integration by parts turns $-f_{11}P_1e_{11}'$ into $+f_{11}P_1'e_{11}$. Hence
\begin{equation}
e_{11}=e_{11}^s+\frac{q_{12}(P_3^2-P_0^2)+q_{11}P_1^2-f_{11}P_1'}{c_{11}} .
\label{eq:e11}
\end{equation}
Variation of $P_1$ gives, for any $f_{44}$,
\begin{align}
&\Big[\frac{4\pi}{\kappa}+\alpha+\eta P_3^2-2q_{11}e_{11}-2q_{12}(e_{22}+e_{33})\Big]P_1\nonumber\\
&\quad+\beta P_1^3-g_{11}P_1''=f_{11}e_{11}'+q_{44}\gamma_{13}P_3 .
\label{eq:P1full}
\end{align}
To first order in $P_1$, the derivative of \eqref{eq:e11} is
\begin{equation}
f_{11}e_{11}'=\frac{f_{11}q_{12}}{c_{11}}(P_3^2)'-\frac{f_{11}^2}{c_{11}}P_1'' .
\end{equation}
The first term is a source that does not vanish with $P_1$. The second moves to the left and reduces the gradient coefficient to $G_1=g_{11}-f_{11}^2/c_{11}$. The model requires $G_1>0$; otherwise short-wave modulations of $P_1$ lower the energy without limit.

The simplest test of this stage is the stiff limit, in which $4\pi/\kappa$ is much larger than every other stiffness acting on $P_1$. With $f_{44}=0$ the shear $\gamma_{13}=q_{44}P_1P_3/c_{44}$ is itself proportional to $P_1$ and supplies no source. Then
\begin{equation}
P_1\simeq\frac{\kappa}{4\pi}\,\frac{f_{11}q_{12}}{c_{11}}\,(P_3^2)' .
\end{equation}
Since $P_3^2$ is even, its derivative is odd. Since $P_3^2$ has the same value in both domains, the integral is zero.

\section{Third case: the shear contributes at the same order}

The gradient of $e_{11}$ is not the whole flexoelectric source. Inside the wall $P_3$ varies along $x$, and $f_{44}$ converts that variation into a shear. Variation with respect to $\gamma_{13}$, again after integration by parts, gives
\begin{equation}
\gamma_{13}=\frac{q_{44}P_1P_3-f_{44}P_3'}{c_{44}} .
\label{eq:shear}
\end{equation}
This shear acts back on $P_1$ through electrostriction. The last term of \eqref{eq:P1full} becomes
\begin{equation}
q_{44}\gamma_{13}P_3=\frac{q_{44}^2}{c_{44}}P_3^2P_1-\frac{f_{44}q_{44}}{2c_{44}}(P_3^2)',
\end{equation}
where $P_3P_3'=\tfrac12(P_3^2)'$ was used. Both sources have the same shape and are of first order in the flexoelectric coefficients. Together they give
\begin{equation}
\boxed{\;K(x)P_1-G_1P_1''=\Lambda(P_3^2)',\quad
\Lambda=\frac{f_{11}q_{12}}{c_{11}}-\frac{f_{44}q_{44}}{2c_{44}}\;}
\label{eq:main}
\end{equation}
with $K=4\pi/\kappa+A$ and
\begin{align}
A(x)&=\alpha+\eta P_3^2-2q_{11}e_{11}\nonumber\\
&\quad-2q_{12}(e_{22}+e_{33})-\frac{q_{44}^2}{c_{44}}P_3^2 ,
\end{align}
where $e_{11}$ is taken from \eqref{eq:e0}.

The shear also enters the equation for $P_3$. At $P_1=0$ the term $-f_{44}\gamma_{13}'$ equals $+f_{44}^2P_3''/c_{44}$, so $g_{44}$ is replaced by $G=g_{44}-f_{44}^2/c_{44}$ and
\begin{equation}
w^2=\frac{2G}{bP_0^2}.
\end{equation}
This correction is of second order and changes $P_1$ at third order. It is kept because it costs nothing. The feedback of $P_1$ on $P_3$ is of the same order and is dropped; in the example below it changes $w$ by about two parts in a million. As limits, $f_{44}=0$ returns the previous section, and $f_{11}=f_{44}=0$ returns $P_1=0$.

\section{Finite stiffness: parity, bound and potential}

The stiff limit is not needed for the parity. Let $K>0$ and $G_1>0$. If two decaying solutions of \eqref{eq:main} differ by $\delta$, then $K\delta-G_1\delta''=0$. Multiplying by $\delta$ and integrating by parts gives
\begin{equation}
\int(K\delta^2+G_1\delta'^2)\,dx=0,
\end{equation}
so $\delta=0$ and the solution is unique. Because $K$ is even and the source is odd, $-P_1(-x)$ solves the same equation. By uniqueness $P_1(x)=-P_1(-x)$, and therefore
\begin{equation}
\int_{-\infty}^{\infty}P_1\,dx=0 .
\end{equation}

The size is bounded as well. At a positive maximum $P_1''\le0$, so $KP_1$ cannot exceed the source there; a negative minimum is treated in the same way. The source is $(2\Lambda P_0^2/w)\,t(1-t^2)$ with $t=\tanh(x/w)$. Its extrema are at $t^2=1/3$, where $|t|(1-t^2)=2/(3\sqrt3)$. Thus
\begin{equation}
|P_1|\le\frac{4|\Lambda|P_0^2}{3\sqrt3\,wK_{\min}} ,
\label{eq:bound}
\end{equation}
with $K_{\min}$ the smallest value of $K(x)$. In the stiff limit $K_{\min}$ is replaced by $4\pi/\kappa$ and the right side becomes the peak itself.

The potential follows from $\phi'=-E_1=4\pi P_1/\kappa$. Its total change across the wall is proportional to $\int P_1dx$ and is zero. In the stiff limit one integration gives
\begin{equation}
\phi(x)-\phi(\infty)=\Lambda(P_3^2-P_0^2),
\end{equation}
so the centre lies at $-\Lambda P_0^2$ relative to the domains, whatever the value of $\kappa$. The first moment does not vanish:
\begin{align}
\int xP_1\,dx&=-\frac{\kappa\Lambda}{4\pi}\int(P_3^2-P_0^2)\,dx\nonumber\\
&=\frac{\kappa\Lambda P_0^2w}{2\pi},
\label{eq:first}
\end{align}
because $\int\mathrm{sech}^2(x/w)\,dx=2w$. The wall carries two opposite dipole layers.

These limits were tested by minimising the complete energy with $4\pi/\kappa$ raised a thousandfold above its value in the example below and all else fixed. The profile, the central potential and the first moment agreed with the stiff-limit formulas to within 0.5\%.

\section{What protects the zero moment, and what removes it}

Inversion about the wall centre sends $x\to-x$ and reverses the polarization vector, while strains keep their sign. It maps $P_3(x)$ to $-P_3(-x)$, which is $P_3(x)$ for an odd profile, and $P_1(x)$ to $-P_1(-x)$. Each flexoelectric term contains one polarization and one derivative, so it is invariant, as is the rest of $W$. A wall that is its own image under inversion therefore has odd $P_1$ and zero net moment at any strength of the coupling, not merely at first order.

The result fails when the two sides are unequal. If $|P_3|$ tends to $P_-$ on the left and $P_+$ on the right, the stiff-limit moment is
\begin{equation}
\int P_1\,dx=\frac{\kappa\Lambda}{4\pi}(P_+^2-P_-^2).
\end{equation}
An applied normal field, or charge placed unevenly about the wall, also breaks the inversion.

The Ising profile, and with it the size formulas above, also requires stability against rotation of the polarization into direction 2. The zero moment does not require it: if a Bloch component $P_2$ appears and is even in $x$, a half-turn about direction 2 maps the wall onto itself and again makes $P_1$ odd. For small $P_2$, elimination of $\gamma_{12}$ gives the operator $-G\,d^2/dx^2+A_2(x)$ at leading order, with
\begin{equation}
A_2=\alpha+\eta P_3^2-2q_{11}e_{22}-2q_{12}(e_{11}+e_{33}).
\end{equation}
By \eqref{eq:e0}, $A_2=A_2^\infty-U\,\mathrm{sech}^2(x/w)$ with $U=(\eta-2q_{12}^2/c_{11})P_0^2$. The function $\psi=\mathrm{sech}^s(x/w)$ satisfies
\begin{equation}
\psi''=\frac{1}{w^2}\left[s^2-s(s+1)\,\mathrm{sech}^2(x/w)\right]\psi .
\end{equation}
If $s(s+1)=Uw^2/G$, it is an eigenfunction with eigenvalue $A_2^\infty-Gs^2/w^2$. It has no node, so this is the lowest eigenvalue, and it must be positive.

\section{A worked wall}

The example uses round model parameters. The main inputs are $P_0=0.03\ e/\text{\AA}^2$ (48 $\mu$C/cm$^2$), $\kappa=7$, $f_{11}=3$ V and $f_{44}=1$ V, with $c_{11}=1.1$ and $c_{44}=0.7$ eV/\AA$^3$, and $q_{12}=1$ and $q_{44}=12$ eV\,\AA/$e^2$. The other coefficients are listed in the numerical output. The depolarization stiffness is
\begin{equation}
\frac{4\pi}{\kappa}\to\frac{4\pi\times14.40}{7}=25.85\ \text{eV\,\AA}/e^2 .
\end{equation}
With $G=28.57$ eV\,\AA$^3/e^2$ and $b=2990$ eV\,\AA$^5/e^4$,
\begin{equation}
w=\sqrt{\frac{2\times28.57}{2990\times0.03^2}}=4.6\ \text{\AA}=0.46\ \text{nm}.
\end{equation}
The coupling is
\begin{equation}
\Lambda=\frac{3\times1}{1.1}-\frac{1\times12}{2\times0.7}=2.73-8.57=-5.84 ,
\end{equation}
in V\,\AA$^4/e^2$. This is the unit that follows from the definition; the label V\,\AA$^2/e$ printed beside $\Lambda$ in the output is wrong, and the values are unaffected. Here the shear part is three times the part from the gradient of $e_{11}$ and reverses the sign.

The stiff-limit peak is $3.4\times10^{-5}\ e/\text{\AA}^2$. Solving \eqref{eq:main} gives $2.9\times10^{-5}\ e/\text{\AA}^2$, or 0.046 $\mu$C/cm$^2$, about a thousandth of $P_0$, at 3.2 \AA\ from the centre. The reduction can be traced. At the extremum of the source, $t^2=1/3$ and $A$ is one third of the way from its central value $-1.80$ to its domain value 5.19, which is 0.53. There the second derivative of $t(1-t^2)$ is $-4/w^2$ times the function, so the gradient term adds about $4G_1/w^2=4.1$, with $G_1=21.8$. The effective stiffness is $25.85+0.53+4.1=30.5$ eV\,\AA/$e^2$, and the peak becomes $3.4\times10^{-5}\times25.85/30.5=2.9\times10^{-5}\ e/\text{\AA}^2$. The bound \eqref{eq:bound}, with $K_{\min}=25.85-1.80$, is $3.7\times10^{-5}\ e/\text{\AA}^2$.

The peak field is $7.5\times10^{-4}$ V/\AA, or 0.075 MV/cm. Since $\Lambda<0$, $P_1$ is positive on the left and negative on the right: it points towards the centre from both sides. The central potential is $+4.6$ mV, against 5.3 mV in the stiff limit.

The derivation was tested on the complete discretised energy, with three polarization components and the strains $e_{11}$, $\gamma_{13}$, $\gamma_{12}$ all free. The zero of $P_3$ was held at the centre to fix the wall position. The search started from even bumps in $P_1$ and $P_2$, so oddness was not put in. For $(f_{11},f_{44})=(3,1)$, $(3,0)$, $(0,1)$ and $(-3,-1)$ V, the largest difference from \eqref{eq:main} was 0.004\% of the peak, after removal of the leading mesh error. In the first case the net moment was zero to rounding, $5\times10^{-16}$ of the moment of one half.

For the Bloch condition, the listed $\eta=8000$ eV\,\AA$^5/e^4$ gives $A_2^\infty=5.37$, $U=7.20$ and $s=1.87$, hence a lowest eigenvalue of about $+0.7$ eV\,\AA/$e^2$. With $\eta=3000$ and the other inputs fixed it is about $-0.5$. The full energy confirmed the change: its second variation was positive in the first case and not in the second.

\section{Beside a real ferroelectric}

The polarization, the domain strain difference $e_{33}-e_{11}$ of 2.6\% and the sub-nanometre wall are in the rough regime of tetragonal perovskite ferroelectrics at room temperature. The flexoelectric coefficients, of order volts, are the least certain inputs. The sign of $q_{12}$ also depends on the material; where it is negative, as in BaTiO$_3$, the two parts of $\Lambda$ add for positive $f_{11}$ and $f_{44}$ instead of competing. With the rest fixed, $\Lambda$ vanishes at $f_{44}=2.73/8.57=0.32$ V, and reversing $f_{44}$ gives $\Lambda=+11.3$ V\,\AA$^4/e^2$. The model therefore predicts the parity with more authority than the sign or size. Real devices can break the assumption of equivalent domains, for instance through a built-in bias. For an imposed profile with $|P_3|$ 10\% larger on the right, the net moment is $-3.5\times10^{-5}\ e/\text{\AA}$, 20\% of the half-wall moment $1.8\times10^{-4}\ e/\text{\AA}$. The potential then has a step of $25.85\times3.5\times10^{-5}$ V, or 0.9 mV. This asymmetry is large: in the model it needs about 0.8 MV/cm along direction 3, a quarter of the intrinsic coercive field of 3.1 MV/cm, and a wall that is not pinned would move under it. A bias of 0.05 MV/cm gives an asymmetry of only 0.6\%.

The continuum description is strained, because $2w$ is little more than two cells of 4 \AA. Replacing the derivative of $P_3^2$ by a difference over one cell lowers the source peak by 11\%. Adding a strain-gradient energy $\tfrac12\ell^2(c_{11}e_{11}'^2+c_{44}\gamma_{13}'^2)$ with $\ell=1$ \AA\ raises the peak of $P_1$ by 5\%. The sign of that shift follows from the competition in $\Lambda$. To first order in $\ell^2$, each strain is replaced by itself plus $\ell^2$ times its second derivative. At the source extremum this lowers the $f_{11}$ part by $4\ell^2/w^2$, about 19\%. The $f_{44}$ part is unchanged, because $(\mathrm{sech}^2)''\propto\mathrm{sech}^2(4-6\,\mathrm{sech}^2)$ vanishes where $\mathrm{sech}^2=2/3$. The smaller, opposing part shrinks and the total grows. This first-order argument gives the sign but not the size: it would predict a rise of about 9\%, whereas at $\ell=1$ \AA\ the peak from $f_{11}$ alone falls by only 14\% and the total rises by 5\%.

The permittivity of a domain along $x$ is $7+4\pi\times14.40/5.19=42$, the second part coming from the response of $P_1$. For a rough carrier density of $10^{18}$ cm$^{-3}$ at 300 K the Debye length is then 77 \AA, much longer than the wall width. Real tetragonal perovskites have a larger permittivity normal to the polar axis, of order $10^2$ in PbTiO$_3$ and $10^3$ in BaTiO$_3$, so the numbers that follow belong to the model and the Debye length of those materials is longer. The screened potential acquires a shallow tail of opposite sign that extends over this length. In linear screening the central potential, measured from the distant domains, is therefore lowered by about $w/77\,\text{\AA}$, or 6\%, while the peak of $P_1$ rises by about 1.5\%. The screening charge is even about the wall, so the zero moment survives. The potential energy of 4.6 meV is below the thermal energy of 26 meV and is 0.15\% of a rough 3 eV gap, so this potential alone neither traps carriers strongly nor drives them across the gap.

Thermal motion hides the profile in any single snapshot of a few cells. Treating one cell as an independent harmonic oscillator with the full stiffness $K$ of a domain, $25.85+5.19=31.0$ eV\,\AA/$e^2$, gives a root-mean-square $P_1$ of $3.6\times10^{-3}\ e/\text{\AA}^2$, over a hundred times the peak. The full $K$ applies only to averages over planes parallel to the wall; for these, about $1.6\times10^4$ independent cell samples bring the noise down to the signal. A single cell followed in time also feels modes with little depolarization, so its fluctuation is up to twice as large and up to four times as many samples are needed. The profile derived here is a mean, and a finite-temperature simulation must average accordingly before its parity can be judged.

\section*{Numbers as computed}
\begin{verbatim}
P0 = 0.03 e/A^2 = 48.1 uC/cm^2
alpha = -2.0 eV A/e^2
beta = 2991.4, eta = 8000 eV A^5/e^4
c11, c12, c44 = 1.1, 0.5, 0.7 eV/A^3
q11, q12, q44 = 18.0, 1.0, 12.0 eV A/e^2
g11, g44 = 30.0, 30.0 eV A^3/e^2
f11, f44 = 3.0, 1.0 V
background permittivity = 7.0
e^2/(4 pi eps0) = 14.3996 eV A
depolarization stiffness KD = 25.850 eV A/e^2
domain strains e11=e22, e33 = -0.00564, 0.01986
G = 28.571, G1 = 21.818 eV A^3/e^2
b = 2989.6 eV A^5/e^4
wall half-width w = 4.608 A = 0.4608 nm
Lambda, f11 part = 2.727 V A^2/e
Lambda, f44 part = -8.571 V A^2/e
Lambda, total = -5.844 V A^2/e
A at centre, in domain = -1.796, 5.190 eV A/e^2
change of e11 at centre = -7.755e-04
shear strain at centre = -9.300e-03
peak |P1| = 2.891e-05 e/A^2 = 0.0463 uC/cm^2
peak |P1|/P0 = 9.636e-04
peak position |x| = 3.15 A
sign of P1 at x>0 = -1
stiff-limit peak |P1| = 3.399e-05 e/A^2
upper bound on peak |P1| = 3.653e-05 e/A^2
moment of x>0 half = -1.780e-04 e/A
|net/half moment|, full energy = 5e-16
oddness error/peak, full energy = 6e-15
first moment int x P1 dx = -1.684e-03 e
peak |E1| = 7.473e-04 V/A = 0.075 MV/cm
central potential = 4.600 mV
stiff-limit central potential = 5.260 mV
mesh shift, h 0.25 to 0.125 A = 0.076 % of peak
largest full-linear mismatch = 0.0042 % of peak
net moment, right domain 10% larger = -3.481e-05 e/A
strain-gradient length 1.0 A: peak shift = 4.99 %
lattice step 4.0 A: source peak shift = -11.2 %
normal permittivity of domain = 41.9
Debye length, 1e+18 cm^-3, 300 K = 77.3 A
screening size (w/Debye)^2 = 3.55e-03
thermal energy = 25.85 meV
thermal rms P1 of one cell = 3.61e-03 e/A^2
cells to average for rms = peak: 15573
e|potential|/gap, rough gap 3.0 eV = 1.5e-03
\end{verbatim}
